# Specular rods from a growing surface and its reversed layer distribution

## The problem

A crystal grows by homoepitaxy, so the deposited layers are identical to those of the substrate. At one moment three levels are exposed, numbered \(n=0,1,2\) from the bottom. Let \(p_n\) be the fraction of the area on which layer \(n\) is the topmost one. Two surfaces are compared:

- surface A: \((p_0,p_1,p_2)=(0.2,0.5,0.3)\)
- surface B: \((p_0,p_1,p_2)=(0.3,0.5,0.2)\)

The intensity of the specular truncation rod is recorded as a function of the perpendicular wave number \(q\). At which values of \(q\) can it tell A from B?

The setting is as follows. Scattering is single (kinematic). The signal is the sharp specular component, whose amplitude is averaged over the surface; diffuse scattering is left out. Each full layer scatters with the same amplitude \(f(q)\), and the layer spacing is \(d\) throughout. The substrate is so deep that its bottom face returns no coherent wave. Write \(\varphi=qd\), give a layer at height \(md\) the phase factor \(e^{i\varphi m}\), and measure intensities in units of \(|f|^2\), the intensity of one full layer.

## A tempting solution

Layer 1 is present wherever level 1 or level 2 is on top, and layer 2 only where level 2 is on top. The coverages \((\Theta_1,\Theta_2)\) are therefore \((0.8,0.3)\) for A and \((0.7,0.2)\) for B. The deposits are 1.1 and 0.9 monolayers.

The substrate is the same in both cases, so it seems to drop out of the comparison. What remains is the film amplitude

\[
F=\Theta_1e^{i\varphi}+\Theta_2e^{2i\varphi},\qquad
|F|^2=\Theta_1^2+\Theta_2^2+2\Theta_1\Theta_2\cos\varphi .
\]

This gives

\[
|F_A|^2=0.73+0.48\cos\varphi,\qquad |F_B|^2=0.53+0.28\cos\varphi .
\]

The difference is \(0.20(1+\cos\varphi)\), which vanishes only at odd multiples of \(\pi\). The conclusion would be that the rod separates A from B at almost every \(q\).

## Where it fails

The substrate contributes a common *amplitude* \(S\), not a common intensity. The detector records

\[
|S+F|^2=|S|^2+|F|^2+2\,\mathrm{Re}(S^*F),
\]

and only \(|S|^2\) cancels between A and B. The interference term contains \(F\) and differs between them.

Its size can be found directly. Away from Bragg points the substrate layers \(m\le 0\) sum, with vanishing damping, to

\[
S=\sum_{j=0}^{\infty}e^{-i\varphi j}=\frac{1}{1-e^{-i\varphi}} .
\]

The film amplitudes differ by \(F_A-F_B=0.1\,e^{i\varphi}(1+e^{i\varphi})\). Taking \(e^{i\varphi/2}\) out of numerator and denominator gives

\[
\frac{1+e^{i\varphi}}{1-e^{i\varphi}}
=\frac{2\cos(\varphi/2)}{-2i\sin(\varphi/2)}=i\cot\frac{\varphi}{2}.
\]

The interference terms therefore differ by

\[
2\,\mathrm{Re}\left[S^*(F_A-F_B)\right]
=0.2\,\mathrm{Re}\left[i e^{i\varphi}\cot\frac{\varphi}{2}\right]
=-0.2\sin\varphi\cot\frac{\varphi}{2}.
\]

Since \(\sin\varphi=2\sin(\varphi/2)\cos(\varphi/2)\), this equals \(-0.4\cos^2(\varphi/2)=-0.20(1+\cos\varphi)\). It cancels the difference in \(|F|^2\) at every such \(\varphi\). The omitted term removes the whole contrast.

## The right solution

The reason for the cancellation is clearer if the crystal is divided into vertical columns instead of layers. Take a column whose top is at level \(n\), and let the amplitude fall by \(e^{-\varepsilon}\) per layer below the local surface. With \(j\) counting layers downward from the top, the column gives

\[
\sum_{j=0}^{\infty}e^{i\varphi(n-j)}e^{-\varepsilon j}
=e^{i\varphi n}C,\qquad
C=\frac{1}{1-e^{-i\varphi-\varepsilon}} .
\]

The factor \(C\) is the same for all columns, because below its top each column looks the same. Averaging over the area gives

\[
\frac{A}{f}=C\,P(\varphi),\qquad P(\varphi)=\sum_{n=0}^{2}p_ne^{i\varphi n}.
\]

Reversing the order replaces \(p_n\) by \(p_{2-n}\). With \(k=2-n\),

\[
P_{\rm rev}=\sum_{n=0}^{2}p_{2-n}e^{i\varphi n}
=\sum_{k=0}^{2}p_ke^{i\varphi(2-k)}
=e^{2i\varphi}P^* ,
\]

where the last step uses that the \(p_k\) are real. The phase factor has modulus 1, so \(|P_{\rm rev}|^2=|P|^2\). The two intensities are equal at every \(q\): **the specular rod cannot tell A from B anywhere.** Reversal turns the height distribution upside down, which changes the phase of the scattered wave but not its modulus.

Bragg points, \(\varphi=2\pi m\), need the damping. There \(P=1\) for both surfaces and both intensities equal \(1/(1-e^{-\varepsilon})^2\). With the damping counted from the local surface, as here, they are equal for every \(\varepsilon>0\) and diverge together as \(\varepsilon\to0\), with ratio 1.

### The common intensity

For general fractions,

\[
|P|^2=p_0^2+p_1^2+p_2^2+2p_1(p_0+p_2)\cos\varphi+2p_0p_2\cos2\varphi .
\]

Exchanging \(p_0\) and \(p_2\) leaves each coefficient unchanged. Both surfaces give

\[
|P|^2=0.38+0.50\cos\varphi+0.12\cos2\varphi .
\]

Inserting \(\cos2\varphi=2\cos^2\varphi-1\) turns this into

\[
0.26+0.50\cos\varphi+0.24\cos^2\varphi
=2(1+\cos\varphi)(0.13+0.12\cos\varphi).
\]

Without damping, \(|C|^2=1/[4\sin^2(\varphi/2)]\). With \(1+\cos\varphi=2\cos^2(\varphi/2)\), the intensity away from Bragg points is

\[
I=\cot^2\!\frac{\varphi}{2}\,(0.13+0.12\cos\varphi).
\]

At \(\varphi=\pi/2\) this is 0.13, where the tempting solution gave 0.73 and 0.53. At \(\varphi=\pi\), midway between Bragg points, neighbouring levels scatter in antiphase and \(P=0.2-0.5+0.3=0\). Levels 0 and 2 together cover the same area as level 1, so both intensities vanish. Close to a Bragg point, at a small phase distance \(\delta\), \(P\to1\) and \(I\to1/\delta^2\), whatever the fractions are.

### Is there a third surface with the same rod?

Suppose that three levels at most are exposed and the intensity scale is known. The functions \(1\), \(\cos\varphi\) and \(\cos2\varphi\) are linearly independent, so the measured curve fixes each coefficient. With \(p_0+p_2=1-p_1\),

\[
p_1(1-p_1)=0.25,\qquad p_0p_2=0.06 .
\]

The first equation is \((p_1-\tfrac12)^2=0\), so \(p_1=0.5\) and \(p_0+p_2=0.5\). Then \(p_0\) and \(p_2\) are the roots of \(x^2-0.5x+0.06=0\), which are \(x=(0.5\pm0.1)/2\), or 0.3 and 0.2. A and B are the only solutions, up to a shift of the whole surface by full layers, which multiplies \(P\) by a phase factor only. Independent knowledge of the deposit, 1.1 or 0.9 monolayers, decides between them.

## X-rays on Pb(111)

Consider homoepitaxy on fcc-Pb(111), with rough typical values: lattice constant 0.495 nm, x-ray wavelength \(\lambda=0.10\) nm and attenuation length \(\Lambda=10\) µm. The sideways shifts of the ABC stacking do not enter the specular phase. The spacing is \(d=0.495/\sqrt3=0.286\) nm. At \(\varphi=\pi/2\),

\[
q=\frac{\pi}{2d}=5.50\ \mathrm{nm^{-1}},\qquad
\sin\alpha=\frac{q\lambda}{4\pi}=0.0437,
\]

so the angle of incidence from the surface is \(\alpha=2.5^\circ\).

### Beyond single scattering

To size what the kinematic model neglects, replace each layer by a thin sheet with \(\sigma\) electrons per area, reduced in proportion to its coverage. The perpendicular wave obeys \(\psi''+[(q/2)^2-4\pi r_e\sigma\,\delta(z)]\psi=0\), where \(r_e\) is the classical electron radius. Continuity of \(\psi\) gives \(t=1+r\) for the transmitted and reflected amplitudes. The jump of \(\psi'\) gives \(iq(t-1)=4\pi r_e\sigma t\). Hence

\[
t=\frac{1}{1+iG},\qquad r=t-1,\qquad G=\frac{4\pi r_e\sigma}{q}.
\]

Absorption is included by \(G\to G-i\eta\) with \(\eta=d/(2\Lambda\sin\alpha)\). Two passes through a full sheet then reduce the amplitude by about \(2\eta=d/(\Lambda\sin\alpha)\), as the slanted path \(2d/\sin\alpha\) requires. If \(R\) is the reflected amplitude of everything below a sheet, the repeated reflections between the two form a geometric series:

\[
R_{\rm new}=r+\frac{t^2Re^{i\varphi}}{1-rRe^{i\varphi}} .
\]

Building the crystal up sheet by sheet gives reflectivities of \(3.300\times10^{-6}\) for A and \(3.303\times10^{-6}\) for B at \(\varphi=\pi/2\). Relative to their mean they differ by 0.08%; at \(\varphi=3\pi/2\) the difference is 0.03%. In this model, which averages each sheet over the area, the equality is thus slightly broken at these two points. It would survive multiple scattering if the terraces were so wide that each reflected like a separate flat crystal. Every terrace would then contribute the same reflected amplitude times the phase factor for its height, and the reversal argument would apply again. The reflectivity of A itself departs from the kinematic value \(G^2I\) by 2.4% and \(-0.2\)% at these two points. These departures include absorption as well as refraction: without absorption they are 1.9% and \(-0.6\)%. The second value is a near-cancellation and depends on the rough inputs; with 70 electrons per atom it becomes \(+0.05\)%. All 82 electrons per atom were taken to scatter backward at full strength. This overstates the reflection, so the reflectivities are not predictions for a measurement.

Single scattering fails in and near the range of total reflection, which lies below about \(q=0.62\) nm\(^{-1}\) for 82 electrons per atom, and close to Bragg points. At this wavelength, just below the L\(_3\) absorption edge of Pb, dispersion lowers the effective number of electrons; 72 electrons would give 0.58 nm\(^{-1}\). With \(I\to1/\delta^2\), the kinematic reflectivity \(G^2/\delta^2\) would reach 1 at \(\delta=G\), which lies 0.004 nm\(^{-1}\) from the first Bragg point at 21.99 nm\(^{-1}\). The range of noticeable error is much wider: in the sheet model the band of strong reflection extends from the Bragg point to \(\delta=4G\) above it, a width of 0.017 nm\(^{-1}\), and at \(\delta=20G\) the model still departs from the kinematic value by roughly 20%, upward on the high side and downward on the low side. Single scattering also fails near \(\varphi=\pi\), where the kinematic intensity vanishes and small corrections dominate. At \(\varphi=0.97\pi\) the sheet model gives reflectivities for A and B that differ by about 24% of their mean, rising to 68% at \(0.99\pi\) and above 100% at \(0.995\pi\); just above \(\pi\) the difference changes sign. The reflectivities themselves are then only about \(10^{-10}\) or less.

### Layers that are not identical

If the top atoms of all terraces relax by the same amount, only the common factor \(C\) changes and the equality survives. A real surface may break this condition, for instance if small islands relax differently from wide terraces. As an illustration, let only the atoms on top of level 2 move outward by \(0.01d\). To first order the amplitude changes by \(0.01\,i\varphi\,p_2e^{2i\varphi}\), which at \(\varphi=\pi/2\) is \(-0.0157\,i\,p_2\). The unperturbed amplitudes \(P/(1+i)\) are \(0.2+0.3i\) for A and \(0.3+0.2i\) for B. The intensities change by

\[
\Delta I_A=-2(0.3)(0.0157)(0.3)=-0.0028,\qquad
\Delta I_B=-2(0.2)(0.0157)(0.2)=-0.0013 .
\]

The resulting difference is about 1.2% of the mean intensity, well above the multiple-scattering effect at the same \(q\). Telling A from B in this way at this \(q\) would require intensities accurate to better than about 1% and independent knowledge of the relaxation. The relative difference depends on \(q\). It changes sign at about \(\varphi=0.99\pi\), where the two intensities are equal again. On either side of that point it becomes much larger than at \(\pi/2\), but there the intensity itself is very small.

A film of another material can break the equality more strongly. If its layers scatter with 0.8 of the substrate amplitude, the total at \(\varphi=\pi/2\) is \(S+0.8F\) with \(S=0.5-0.5i\). This is \(0.26+0.14i\) for A and \(0.34+0.06i\) for B. The intensities, 0.087 and 0.119, differ by 31% of their mean.

### When the tempting answer is right

Let the substrate be a slab of 20 layers, including layer 0, with a coherent bottom face and no damping. At \(\varphi=\pi/2\) any four successive full layers have phase factors that sum to zero, so the 20 layers cancel in five groups of four. Only \(F\) remains, and the intensities are indeed 0.73 and 0.53, which differ by 32% of their mean. Leaving out the substrate is justified there because its amplitude vanishes, not because it is common to both surfaces. For the deep substrate, not the slab, the numerical output below lists the intensities of both surfaces at further points of the rod.

## Values computed for the example and the checks

```
Exposed fractions, forward: [0.2 0.5 0.3]
Exposed fractions, reversed: [0.3 0.5 0.2]
Deposit, forward: 1.10 monolayers
Deposit, reversed: 0.90 monolayers
Layer 1 and 2 coverage, forward: 0.80, 0.30
Layer 1 and 2 coverage, reversed: 0.70, 0.20
Three-level distributions matching the rod: 2
Pb lattice constant (rough): 0.495 nm
Pb(111) layer spacing: 0.2858 nm
X-ray wavelength: 0.10 nm
Attenuation length (rough): 10 um
First Bragg wave number: 21.985 1/nm
Undamped sums; I in units of one full layer:
qd=0.25 pi, q=2.748 1/nm, angle=1.25 deg
  I forward=1.252254, I reversed=1.252254
qd=0.50 pi, q=5.496 1/nm, angle=2.51 deg
  I forward=0.130000, I reversed=0.130000
qd=0.75 pi, q=8.245 1/nm, angle=3.76 deg
  I forward=0.007746, I reversed=0.007746
qd=1.00 pi, q=10.993 1/nm, angle=5.02 deg
  I forward=0.000000, I reversed=0.000000
qd=1.50 pi, q=16.489 1/nm, angle=7.54 deg
  I forward=0.130000, I reversed=0.130000
Largest scaled difference in atom sums: 8.1e-10
Neglected effects and broken conditions:
Critical wave number: 0.619 1/nm
Kinematic reflectivity reaches 1 at distance from first Bragg: 0.0044 1/nm
Multiple scattering, qd=0.50 pi:
  reflectivity forward=3.3003e-06, reversed=3.3029e-06
  difference between orders=0.0788 %
  forward change from kinematic value=2.39 %
Multiple scattering, qd=1.50 pi:
  reflectivity forward=3.5742e-07, reversed=3.5729e-07
  difference between orders=0.0348 %
  forward change from kinematic value=-0.20 %
Differences between orders at qd=0.50 pi:
  1% shift on top level only: 1.22 %
  film amplitude 0.8 of substrate: 31.0 %
  coherent 20-layer slab: 31.7 %
```
